# Critical Intrinsic Angle Between Wenzel and Cassie-Baxter Wetting of Patterned Dielectrics: a program that tests the result

```python
"""
Result under test: the fully wetted (Wenzel) and suspended (Cassie-Baxter)
states of a liquid on a relief have equal surface energy when
    cos(theta_c) = -(1 - f)/(r - f).
theta: intrinsic contact angle; r: true/projected solid area;
f: fraction of projected area made of flat, wetted tops; gamma: surface
tension. Energies are relative to the dry solid. Grooves have line width w,
space s and height h. Independent side: counted voxel faces, minimization
over planar air pockets, minimized drop shapes and circular menisci.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar


def cosd(angle):
    return np.cos(np.radians(angle))


def angle_of(cosine):
    return np.degrees(np.arccos(cosine))


def critical_cosine(r, f):
    return -(1 - f) / (r - f)


def make_relief(top_mask, depth):
    """Solid slab, relief of given depth in cells, one liquid layer above."""
    solid = np.zeros(top_mask.shape + (depth + 2,), dtype=bool)
    solid[:, :, 0] = True
    solid[:, :, 1:depth + 1] = top_mask[:, :, None]
    return solid


def face_energy(solid, filled, c_wall, c_floor=None, c_top=None):
    """Sum of interface energies / gamma, in units of one cell face."""
    c_floor = c_wall if c_floor is None else c_floor
    c_top = c_wall if c_top is None else c_top
    liquid = filled & ~solid
    liquid[:, :, -1] = True
    gas = ~(solid | liquid)
    total = 0.0
    for axis in (0, 1):
        s2, l2, g2 = (np.roll(a, 1, axis) for a in (solid, liquid, gas))
        total += np.sum((liquid & g2) | (gas & l2))
        total -= c_wall * np.sum((liquid & s2) | (solid & l2))
    total += np.sum((liquid[:, :, 1:] & gas[:, :, :-1])
                    | (gas[:, :, 1:] & liquid[:, :, :-1]))
    wet_below = np.sum(liquid[:, :, 1:] & solid[:, :, :-1], axis=(0, 1))
    return total - c_floor * wet_below[0] - c_top * np.sum(wet_below[1:])


def energy_gap(solid, c_wall, c_floor=None, c_top=None):
    """Wenzel minus Cassie-Baxter energy from counted faces."""
    full, empty = np.ones_like(solid), np.zeros_like(solid)
    return (face_energy(solid, full, c_wall, c_floor, c_top)
            - face_energy(solid, empty, c_wall, c_floor, c_top))


def lowest_groove_energy(space, height, cosine, n=90):
    """Minimum over all sets of disjoint air pockets with planar faces,
    per groove length and gamma, relative to the fully wetted groove."""
    down = np.linspace(0, height, n)
    across = np.linspace(0, space, n)[1:]
    x = np.concatenate([0 * down, across, np.full(n - 1, space)])
    z = np.concatenate([-down, np.full(n - 1, -height), -down[::-1][1:]])
    arc = np.concatenate([down, height + across, height + space + down[1:]])
    face = np.hypot(x[:, None] - x, z[:, None] - z)
    cost = face + cosine * (arc[None, :] - arc[:, None])
    best = np.zeros(len(x))
    for j in range(1, len(x)):
        best[j] = min(best[j - 1], np.min(best[:j] + cost[:j, j]))
    return best[-1]


def relaxed_drop(e_over_gamma):
    """Apparent angle and energy/gamma of a spherical cap of unit volume."""
    def energy(phi):
        c = np.cos(phi)
        radius = (3 / (np.pi * (2 - 3 * c + c**3)))**(1 / 3)
        return np.pi * radius**2 * (2 * (1 - c)
                                    + e_over_gamma * np.sin(phi)**2)
    fit = minimize_scalar(energy, bounds=(0.1, np.pi - 0.01),
                          method="bounded", options={"xatol": 1e-10})
    return np.degrees(fit.x), fit.fun


# Round example parameters in SI units
nm = 1e-9
w, s, h = 40 * nm, 40 * nm, 80 * nm
gamma = 0.072                  # water, rough
theta_values = (95.0, 105.0)
pitch = w + s
f = w / pitch
r = 1 + 2 * h / pitch
cos_c = critical_cosine(r, f)
theta_c = angle_of(cos_c)

# Critical angle on grooves, pillars and pits from counted faces
groove_mask = np.zeros((8, 6), dtype=bool)
groove_mask[:4] = True
pillar_mask = np.zeros((8, 8), dtype=bool)
pillar_mask[2:5, 2:5] = True
pit_mask = np.ones((8, 8), dtype=bool)
pit_mask[2:6, 2:6] = False
groove = make_relief(groove_mask, 8)     # cell edge: 10 nm
shapes = ((groove, r, f),
          (make_relief(pillar_mask, 5), 1 + 12 * 5 / 64, 9 / 64),
          (make_relief(pit_mask, 7), 1 + 16 * 7 / 64, 48 / 64))
counted_angles = []
for solid, rough, top in shapes:
    root = brentq(lambda a: energy_gap(solid, cosd(a)), 90, 180)
    counted_angles.append(root)
    assert abs(root - angle_of(critical_cosine(rough, top))) < 1e-8
    assert energy_gap(solid, cosd(root + 1)) > 0
    assert energy_gap(solid, cosd(root - 1)) < 0
assert abs(energy_gap(groove, -0.3, -0.3, 0.5)
           - energy_gap(groove, -0.3, -0.3, -0.4)) < 1e-10

# Are there lower states than the two that are compared?
for angle in np.linspace(92, 134, 15):
    c = cosd(angle)
    lower = min(0.0, 40 + c * 200)
    assert abs(lowest_groove_energy(40, 80, c) - lower) < 1e-9
shallow_h = 6.0
shallow_c = -40 / (40 + 2 * shallow_h)
shallow_angle = angle_of(shallow_c)
corner_energy = lowest_groove_energy(40, shallow_h, shallow_c, 240)
corner_formula = 2 * shallow_h * (np.sqrt(1 - shallow_c**2) + shallow_c)
assert shallow_angle > 135 and corner_energy < -0.1
assert abs(corner_energy - corner_formula) < 0.01   # perimeter grid

# Descent, release at the floor, and a front running along the groove
ny = groove.shape[1]
for angle in theta_values:
    c = cosd(angle)
    start = face_energy(groove, np.zeros_like(groove), c)
    for depth in range(1, 8):
        fill = np.zeros_like(groove)
        fill[:, :, 9 - depth:9] = True
        rise = face_energy(groove, fill, c) - start
        assert abs(rise + 2 * depth * ny * c) < 1e-9
    full = face_energy(groove, np.ones_like(groove), c) - start
    release = full + 2 * 8 * ny * c
    assert abs(release + 4 * ny * (1 + c)) < 1e-9
    front = []
    for length in range(1, ny):
        fill = np.zeros_like(groove)
        fill[:, :length, :] = True
        front.append(face_energy(groove, fill, c))
    assert np.allclose(np.diff(front), energy_gap(groove, c) / ny)
    assert (front[1] < front[0]) == (angle < theta_c)

# Energies, drops, minimum heights, barriers and intrusion pressures
rows = []
for angle in theta_values:
    c = cosd(angle)
    e_w = -r * c
    e_c = -f * c + 1 - f
    area_cells = groove.shape[0] * ny
    assert abs(energy_gap(groove, c) / area_cells - (e_w - e_c)) < 1e-10
    drop_w, drop_c = relaxed_drop(e_w), relaxed_drop(e_c)
    assert abs(drop_w[0] - angle_of(r * c)) < 1e-3
    assert abs(drop_c[0] - angle_of(f * c - (1 - f))) < 1e-3
    assert (drop_w[1] < drop_c[1]) == (angle < theta_c)
    h_min = s / 2 * (1 / abs(c) - 1)
    assert lowest_groove_energy(40, 1.05 * h_min / nm, c) < -1e-3
    assert abs(lowest_groove_energy(40, 0.95 * h_min / nm, c)) < 1e-9
    barrier = 2 * h * gamma * abs(c)
    p_max = 2 * gamma * abs(c) / s
    p_arc = brentq(lambda p: 90 + np.degrees(np.arcsin(p * s / (2 * gamma)))
                   - angle, 0, 2 * gamma / s)
    assert abs(p_arc / p_max - 1) < 1e-8
    rows.append((angle, e_w, e_c, drop_w, drop_c, h_min, barrier, p_max))
same_w, same_c = relaxed_drop(-r * cos_c), relaxed_drop(-f * cos_c + 1 - f)
assert abs(same_w[0] - same_c[0]) < 1e-3

# Liquid overpressure: circular suspended meniscus against the flat estimate
def pressure_angle(p):
    radius = gamma / p
    beta = np.arcsin(s / (2 * radius))
    segment = radius**2 * (beta - np.sin(beta) * np.cos(beta))
    suspended = gamma * 2 * radius * beta - p * segment
    return angle_of(-(suspended + p * s * h) / (gamma * (s + 2 * h)))


vapour = 3e3                    # water near room temperature, rough
p_no_air = const.atm - vapour
theta_no_air = pressure_angle(p_no_air)
theta_flat = angle_of(cos_c * (1 + p_no_air * h / gamma))
assert abs(theta_no_air - theta_flat) < 0.01   # small meniscus curvature
drop_radius = 1e-3
p_drop = 2 * gamma / drop_radius
shift_drop = angle_of(cos_c * (1 + p_drop * h / gamma)) - theta_c

# Hydrophilic floor: required wall angle
floor_angle = 60.0
wall_needed = angle_of(-s * (1 + cosd(floor_angle)) / (2 * h))
wall_counted = brentq(lambda a: energy_gap(groove, cosd(a),
                                         cosd(floor_angle)), 90, 180)
assert abs(wall_needed - wall_counted) < 1e-8

# Line tension, wall roughness, taper and elastic bending
line_tension = 1e-11            # rough magnitude; either sign occurs
theta_line = angle_of(-(s + 2 * line_tension / gamma) / (s + 2 * h))
wall_excess = 1.10
theta_rough = angle_of(-s / (s + 2 * h * wall_excess))
taper = np.radians(3.0)
floor_width = s - 2 * h * np.tan(taper)
theta_taper = angle_of(-s / (floor_width + 2 * h / np.cos(taper)))
modulus = 5e9                   # porous low-k dielectric, rough
load = rows[1][7]
bend = 3 * load * h**4 / (2 * modulus * w**3)
height_grid = np.linspace(0, h, 4001)
curvature = load * (h - height_grid)**2 / 2 / (modulus * w**3 / 12)
slope = cumulative_trapezoid(curvature, height_grid, initial=0)
bend_numeric = cumulative_trapezoid(slope, height_grid, initial=0)[-1]
assert abs(bend_numeric / bend - 1) < 1e-5

print(f"Line width, space, height: {w/nm:.0f}, {s/nm:.0f}, {h/nm:.0f} nm")
print(f"Surface tension (rough input): {gamma*1e3:.0f} mN/m")
print(f"Top fraction f: {f:.3f}; roughness r: {r:.3f}")
print(f"Critical cosine: {cos_c:.4f}")
print(f"Critical intrinsic angle: {theta_c:.2f} deg")
print(f"Same angle from counted faces: {counted_angles[0]:.2f} deg")
print(f"Counted, pillar test relief: {counted_angles[1]:.2f} deg")
print(f"Counted, pit test relief: {counted_angles[2]:.2f} deg")
print(f"Common apparent angle at critical point: {same_w[0]:.2f} deg")
for angle, e_w, e_c, dw, dc, h_min, barrier, p_max in rows:
    print(f"--- Intrinsic angle: {angle:.0f} deg")
    print(f"Cosine of intrinsic angle: {cosd(angle):.4f}")
    print(f"Wenzel energy: {gamma*e_w*1e3:.2f} mN/m")
    print(f"Cassie-Baxter energy: {gamma*e_c*1e3:.2f} mN/m")
    print(f"Wenzel minus Cassie-Baxter: {gamma*(e_w-e_c)*1e3:.2f} mN/m")
    print(f"Apparent angle, Wenzel: {dw[0]:.1f} deg")
    print(f"Apparent angle, Cassie-Baxter: {dc[0]:.1f} deg")
    print(f"Drop energy ratio, Wenzel/Cassie-Baxter: {dw[1]/dc[1]:.4f}")
    print(f"Minimum height favouring suspension: {h_min/nm:.1f} nm")
    print(f"Straight-descent barrier: {barrier*nm/const.e:.2f} eV/nm")
    print(f"Intrusion pressure: {p_max/1e3:.0f} kPa")
print(f"Thermal energy at 298 K: {const.k*298/const.e:.4f} eV")
print("--- Limits and neglected effects")
print(f"Shallow groove height (space 40 nm): {shallow_h:.0f} nm")
print(f"Shallow groove, two-state angle: {shallow_angle:.1f} deg")
print(f"Its corner-air energy/gamma: {corner_energy:.2f} nm")
print(f"Floor angle: {floor_angle:.0f} deg")
print(f"Wall angle then needed: {wall_needed:.1f} deg")
print(f"Overpressure after loss of air: {p_no_air/1e3:.1f} kPa")
print(f"Critical angle after loss of air: {theta_no_air:.2f} deg")
print(f"Pressure in drop of 1 mm radius: {p_drop:.0f} Pa")
print(f"Critical-angle shift by drop pressure: {shift_drop:.4f} deg")
print(f"Line tension (rough input): {line_tension*1e12:.0f} pN")
print(f"Critical angle with line tension: {theta_line:.2f} deg")
print(f"Critical angle, 10% extra wall area: {theta_rough:.2f} deg")
print(f"Critical angle, 3 deg wall taper: {theta_taper:.2f} deg")
print(f"Young modulus (rough input): {modulus/1e9:.0f} GPa")
print(f"Bending under 105 deg intrusion pressure: {bend/nm:.2f} nm")
print("no test failed")
```

Running it gives:

```
Line width, space, height: 40, 40, 80 nm
Surface tension (rough input): 72 mN/m
Top fraction f: 0.500; roughness r: 3.000
Critical cosine: -0.2000
Critical intrinsic angle: 101.54 deg
Same angle from counted faces: 101.54 deg
Counted, pillar test relief: 118.57 deg
Counted, pit test relief: 97.18 deg
Common apparent angle at critical point: 126.87 deg
--- Intrinsic angle: 95 deg
Cosine of intrinsic angle: -0.0872
Wenzel energy: 18.83 mN/m
Cassie-Baxter energy: 39.14 mN/m
Wenzel minus Cassie-Baxter: -20.31 mN/m
Apparent angle, Wenzel: 105.2 deg
Apparent angle, Cassie-Baxter: 122.9 deg
Drop energy ratio, Wenzel/Cassie-Baxter: 0.9272
Minimum height favouring suspension: 209.5 nm
Straight-descent barrier: 6.27 eV/nm
Intrusion pressure: 314 kPa
--- Intrinsic angle: 105 deg
Cosine of intrinsic angle: -0.2588
Wenzel energy: 55.90 mN/m
Cassie-Baxter energy: 45.32 mN/m
Wenzel minus Cassie-Baxter: 10.59 mN/m
Apparent angle, Wenzel: 140.9 deg
Apparent angle, Cassie-Baxter: 129.0 deg
Drop energy ratio, Wenzel/Cassie-Baxter: 1.0200
Minimum height favouring suspension: 57.3 nm
Straight-descent barrier: 18.61 eV/nm
Intrusion pressure: 932 kPa
Thermal energy at 298 K: 0.0257 eV
--- Limits and neglected effects
Shallow groove height (space 40 nm): 6 nm
Shallow groove, two-state angle: 140.3 deg
Its corner-air energy/gamma: -1.56 nm
Floor angle: 60 deg
Wall angle then needed: 112.0 deg
Overpressure after loss of air: 98.3 kPa
Critical angle after loss of air: 102.82 deg
Pressure in drop of 1 mm radius: 144 Pa
Critical-angle shift by drop pressure: 0.0019 deg
Line tension (rough input): 10 pN
Critical angle with line tension: 101.62 deg
Critical angle, 10% extra wall area: 100.67 deg
Critical angle, 3 deg wall taper: 102.04 deg
Young modulus (rough input): 5 GPa
Bending under 105 deg intrusion pressure: 0.18 nm
no test failed
```
